**Antiunitary symmetry and level statistics of hydrogen in crossed fields**

The program examines spinless, nonrelativistic hydrogen with a magnetic field along z, an electric field along x and a traceless field gradient q. T is time reversal, R_y the reflection y → −y, C2x the half turn about x, and w, f and g are the strengths of the magnetic, electric and gradient terms in one n-shell. It asserts that the two-spin formulas for the shell agree with direct integration over orbitals for n = 3, 4 and 5, and that crossed fields alone give a regular ladder for n = 4. It also asserts that T·R_y and T·C2x survive in crossed fields while T does not, and, for five choices of gradient, that a symmetry survives just when q_xy = 0 and q_xz q_yz = 0. Random sampling gives repulsion exponents of 0.95 for real and 1.94 for complex couplings, near the limiting values 1 and 2. For n = 24, one quadrupole turned about the magnetic field gives mean spacing ratios of 0.490, 0.598 and 0.518 at 0°, 45° and 90°, against 0.522 for orthogonal and 0.597 for unitary random matrices. The program asserts that the ratio at 45° exceeds the orthogonal value and both other angles by more than three combined standard errors. The low value at 0° shows weaker repulsion than in the orthogonal ensemble, and the program does not determine its cause.

## Check in Python

```python
"""
Result under test: hydrogen in crossed fields (B along z, F along x) keeps an
antiunitary symmetry T*g although B breaks time reversal T.  With an added
field gradient  G * sum q_ij x_i x_j  (q traceless) such a symmetry survives
if and only if  q_xy = 0  and  q_xz * q_yz = 0.  Only without it can a chaotic
spectrum show unitary-ensemble statistics.

Symbols (atomic units, fixed nucleus, no spin):
  n        principal quantum number of the shell
  w        gamma*n/2, strength of the term (gamma/2) L_z
  f        3*n^2*F/2, strength of the term F x
  g        G*n^4/2, strength of the gradient; w, f, energies in units of g
  L, A     angular momentum and scaled Runge-Lenz vector, L=J1+J2, A=J1-J2
  K        antiunitary operator T*g, acting on coefficients as c -> U conj(c)
"""
import numpy as np
from math import factorial
from scipy.special import eval_genlaguerre, lpmv
from scipy import constants as sc

rng = np.random.default_rng(12345)


# ---------- orbitals of one shell on an exact quadrature grid ----------
def make_grid(n):
    u, wu = np.polynomial.laguerre.laggauss(12)
    c, wc = np.polynomial.legendre.leggauss(8)
    phi = 2 * np.pi * np.arange(16) / 16
    uu, cc, pp = np.meshgrid(u, c, phi, indexing="ij")
    r = n * uu / 2
    s = np.sqrt(1 - cc**2)
    points = np.array([r * s * np.cos(pp), r * s * np.sin(pp), r * cc])
    weight = (wu[:, None, None] * wc[None, :, None] * (2 * np.pi / 16)
              * (n / 2)**3 * uu**2)
    return points.reshape(3, -1), weight.ravel()


def orbitals(n, points):
    """Hydrogen orbitals without exp(-r/n), which the weights contain."""
    x, y, z = points
    r = np.sqrt(x**2 + y**2 + z**2)
    u, cos_t, phi = 2 * r / n, z / r, np.arctan2(y, x)
    rows, m_values = [], []
    for l in range(n):
        radial_norm = np.sqrt((2 / n)**3 * factorial(n - l - 1)
                              / (2 * n * factorial(n + l)))
        radial = radial_norm * u**l * eval_genlaguerre(n - l - 1, 2*l + 1, u)
        for m in range(-l, l + 1):
            k = abs(m)
            norm = np.sqrt((2*l + 1) / (4 * np.pi)
                           * factorial(l - k) / factorial(l + k))
            rows.append(radial * norm * lpmv(k, l, cos_t)
                        * np.exp(1j * m * phi))
            m_values.append(m)
    return np.array(rows), np.array(m_values)


def direct_hamiltonian(n, w, f, q, diamagnetic=0.0):
    """Shell Hamiltonian by integration over space, in units of g."""
    points, weight = make_grid(n)
    psi, m_values = orbitals(n, points)
    overlap = (psi.conj() * weight) @ psi.T
    assert np.allclose(overlap, np.eye(n * n), atol=1e-9)
    potential = (f * points[0] / (1.5 * n**2)
                 + 2 / n**4 * np.einsum("ij,ip,jp->p", q, points, points)
                 + diamagnetic * (points[0]**2 + points[1]**2) / n**4)
    return (psi.conj() * weight * potential) @ psi.T + np.diag(w*m_values/n)


def antiunitary_matrix(n, operation):
    points, weight = make_grid(n)
    psi, _ = orbitals(n, points)
    moved, _ = orbitals(n, operation @ points)
    return (psi.conj() * weight) @ moved.conj().T


def violation(h, u):
    return np.linalg.norm(h @ u - u @ h.conj()) / np.linalg.norm(h)


# ---------- the same shell as two spins ----------
def spin_vectors(n):
    j = (n - 1) / 2
    m = j - np.arange(n)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    spin = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]
    one = np.eye(n)
    first = [np.kron(s, one) for s in spin]
    second = [np.kron(one, s) for s in spin]
    return ([a + b for a, b in zip(first, second)],
            [a - b for a, b in zip(first, second)])


def gradient_part(n, q, ang, lenz):
    total = np.zeros((n * n, n * n), complex)
    for i in range(3):
        total += 5 * lenz[i] @ sum(q[i, k] * lenz[k] for k in range(3))
        total -= ang[i] @ sum(q[i, k] * ang[k] for k in range(3))
    return total / n**2


def tensor(xy=0.0, xz=0.0, yz=0.0):
    return np.array([[0.3, xy, xz], [xy, -0.2, yz], [xz, yz, -0.1]])


# Spin formulas against spatial integration
largest_difference = 0.0
for n_test in (3, 4, 5):
    q_test = tensor(0.7, -0.4, 0.9)
    ang, lenz = spin_vectors(n_test)
    h_spin = (2.0 * ang[2] / n_test - 1.5 * lenz[0] / n_test
              + gradient_part(n_test, q_test, ang, lenz))
    e_spin = np.linalg.eigvalsh(h_spin)
    e_direct = np.linalg.eigvalsh(direct_hamiltonian(n_test, 2.0, 1.5, q_test))
    largest_difference = max(largest_difference, abs(e_spin - e_direct).max())
assert largest_difference < 1e-9
print(f"spin formulas vs integration, largest diff: "
      f"{largest_difference:.1e} g")

# Crossed fields alone: regular ladder to first order
n_small = 4
m_spin = np.arange(n_small) - (n_small - 1) / 2
ladder = np.sort(np.add.outer(m_spin, m_spin).ravel()) * np.hypot(3, 3)/n_small
e_crossed = np.linalg.eigvalsh(
    direct_hamiltonian(n_small, 3.0, 3.0, np.zeros((3, 3))))
assert np.allclose(ladder, e_crossed, atol=1e-9)
print(f"crossed fields, n=4, w=f=3: ladder step "
      f"{np.hypot(3, 3) / n_small:.4f} g")

# ---------- which antiunitary symmetries survive ----------
h_cross = direct_hamiltonian(n_small, 3.0, 3.0, np.zeros((3, 3)), 0.5)
u_time = antiunitary_matrix(n_small, np.eye(3))
u_mirror = antiunitary_matrix(n_small, np.diag([1.0, -1.0, 1.0]))
u_turn = antiunitary_matrix(n_small, np.diag([1.0, -1.0, -1.0]))
print("crossed fields with diamagnetic term, relative violation:")
for label, u in (("T", u_time), ("T*R_y", u_mirror), ("T*C2x", u_turn)):
    print(f"  {label:6s} {violation(h_cross, u):.3f}")
assert violation(h_cross, u_time) > 0.1
for u in (u_mirror, u_turn):
    assert violation(h_cross, u) < 1e-10
    assert np.allclose(u @ u.conj(), np.eye(n_small**2), atol=1e-9)
    v = rng.normal(size=(16, 16)) + 1j * rng.normal(size=(16, 16))
    adapted = v + u @ v.conj()
    assert abs((adapted.conj().T @ adapted).imag).max() < 1e-8
    assert abs((adapted.conj().T @ h_cross @ adapted).imag).max() < 1e-8

# F and B at an oblique angle in the x-z plane: the common mirror still works
grid_points, grid_weight = make_grid(n_small)
grid_psi, _ = orbitals(n_small, grid_points)
h_oblique = h_cross + (grid_psi.conj() * grid_weight * grid_points[2]
                       / n_small**2) @ grid_psi.T
assert violation(h_oblique, u_mirror) < 1e-10
assert violation(h_oblique, u_turn) > 0.05
print(f"oblique fields: T*R_y {violation(h_oblique, u_mirror):.3f}, "
      f"T*C2x {violation(h_oblique, u_turn):.3f}")

families = {"mirror": [], "half turn": []}
for angle in np.deg2rad(np.arange(0, 180, 5)):
    c2, s2 = np.cos(2 * angle), np.sin(2 * angle)
    for name, z_sign in (("mirror", 1.0), ("half turn", -1.0)):
        operation = np.array([[c2, s2, 0], [s2, -c2, 0], [0, 0, z_sign]])
        families[name].append(antiunitary_matrix(n_small, operation))

print("smallest violation over all T*mirror, T*half turn (5 degree scan):")
gradient_cases = {"none": np.zeros((3, 3)), "xz": tensor(xz=1),
                  "yz": tensor(yz=1), "xy": tensor(xy=1),
                  "xz and yz": tensor(xz=1, yz=1)}
for label, q in gradient_cases.items():
    h = direct_hamiltonian(n_small, 3.0, 3.0, q, 0.5)
    best = {name: min(violation(h, u) for u in members)
            for name, members in families.items()}
    survives = abs(q[0, 1]) < 1e-12 and abs(q[0, 2] * q[1, 2]) < 1e-12
    smallest = min(best.values())
    assert smallest < 1e-10 if survives else smallest > 0.02
    print(f"  gradient {label:10s} {best['mirror']:.3f}  "
          f"{best['half turn']:.3f}")

# ---------- level repulsion from real and complex couplings ----------
samples = 1_000_000
half_difference = rng.normal(size=samples)
coupling_1, coupling_2 = rng.normal(size=(2, samples))
for label, beta, gap in (
        ("real", 1, 2 * np.hypot(half_difference, coupling_1)),
        ("complex", 2, 2 * np.sqrt(half_difference**2 + coupling_1**2
                                   + coupling_2**2))):
    gap = gap / gap.mean()
    exponent = np.log2(np.mean(gap < 0.3) / np.mean(gap < 0.15)) - 1
    assert abs(exponent - beta) < 0.17  # finite gaps and sampling noise
    print(f"repulsion exponent, {label} coupling: {exponent:.2f}")


def spacing_ratios(levels):
    count = len(levels)
    spacing = np.diff(levels[count // 4: count - count // 4])
    return (np.minimum(spacing[1:], spacing[:-1])
            / np.maximum(spacing[1:], spacing[:-1]))


def mean_and_error(values):
    values = np.concatenate(values)
    return values.mean(), values.std() / np.sqrt(len(values)), len(values)


orthogonal, unitary = [], []
for _ in range(50):
    a, b = rng.normal(size=(2, 200, 200))
    orthogonal.append(spacing_ratios(np.linalg.eigvalsh(a + a.T)))
    c = a + 1j * b
    unitary.append(spacing_ratios(np.linalg.eigvalsh(c + c.conj().T)))
goe, goe_error, _ = mean_and_error(orthogonal)
gue, gue_error, _ = mean_and_error(unitary)
print(f"mean ratio, orthogonal matrices: {goe:.3f} +- {goe_error:.3f}")
print(f"mean ratio, unitary matrices:    {gue:.3f} +- {gue_error:.3f}")

# ---------- worked example: one quadrupole turned about B ----------
n = 24
ang, lenz = spin_vectors(n)
settings = [(w, f) for w in (2.0, 2.5, 3.0, 3.5) for f in (2.5, 3.5)]
exchange_sign = (-1.0)**np.add.outer(np.arange(n), np.arange(n))
print(f"shell n={n}, states {n * n}, field settings {len(settings)}")
print("  w/g: 2.0 2.5 3.0 3.5 with f/g: 2.5 3.5; overlaps at w=f=3")
print("  q at 0 deg: xx {:.1f} yy {:.1f} zz {:.1f} xz {:.1f}".format(
    *[tensor(xz=1)[i, k] for i, k in ((0, 0), (1, 1), (2, 2), (0, 2))]))
ratio_results, overlap_results, widths = {}, {}, {}
for degrees in (0, 45, 90):
    t = np.deg2rad(degrees)
    turn = np.array([[np.cos(t), -np.sin(t), 0],
                     [np.sin(t), np.cos(t), 0], [0, 0, 1]])
    q = turn @ tensor(xz=1) @ turn.T
    quadrupole = gradient_part(n, q, ang, lenz)
    ratios = []
    for w, f in settings:
        h = quadrupole + w * ang[2] / n - f * lenz[0] / n
        ratios.append(spacing_ratios(np.linalg.eigvalsh(h)))
    ratio_results[degrees] = mean_and_error(ratios)
    energies, states = np.linalg.eigh(
        quadrupole + 3.0 * ang[2] / n - 3.0 * lenz[0] / n)
    widths[degrees] = energies[-1] - energies[0]
    mirror_overlap, turn_overlap = [], []
    for k in range(n * n // 4, n * n - n * n // 4):
        amplitude = states[:, k].reshape(n, n)
        mirror_overlap.append(abs(np.sum(amplitude**2)))
        turn_overlap.append(abs(np.sum(amplitude * exchange_sign
                                       * amplitude.T)))
    overlap_results[degrees] = (np.mean(mirror_overlap), np.mean(turn_overlap))
    mean, error, count = ratio_results[degrees]
    print(f"quadrupole at {degrees} deg: q_xy {q[0, 1]:.3f}, "
          f"q_xz*q_yz {q[0, 2] * q[1, 2]:.3f}, (q^2)_xy {(q @ q)[0, 1]:.3f}")
    print(f"  mean ratio {mean:.3f} +- {error:.3f} from {count} ratios")
    print(f"  mean overlap with K*state: T*R_y {mirror_overlap and np.mean(mirror_overlap):.3f}, "
          f"T*C2x {np.mean(turn_overlap):.3f}")

# ---------- laboratory scale of one setting ----------
g_hartree = 1e-10
gamma = 2 * 3.0 * g_hartree / n
field = 2 * 3.0 * g_hartree / (3 * n**2)
b_unit = sc.physical_constants["atomic unit of mag. flux density"][0]
f_unit = sc.physical_constants["atomic unit of electric field"][0]
width = widths[45] * g_hartree
spacing = width / (n * n - 1)
print(f"scale for g = {g_hartree:.0e} hartree, w=f=3g:")
print(f"  B = {gamma * b_unit * 1e6:.2f} microtesla")
print(f"  F = {field * f_unit:.3f} V/m")
print(f"  G = {2 * g_hartree / n**4:.2e} hartree/bohr^2")
print(f"  width of split shell {width:.2e} hartree")
print(f"  mean level spacing   {spacing:.2e} hartree")
print(f"  distance to next shell about {1 / n**3:.2e} hartree")
print(f"  second-order estimate {width**2 * n**3:.1e} hartree")
print(f"  diamagnetic estimate  {gamma**2 * n**4 / 8:.1e} hartree")
print(f"  omitted fine structure, scale "
      f"{sc.fine_structure**2 / (2 * n**3):.1e} hartree")
assert width**2 * n**3 < 0.1 * spacing
assert gamma**2 * n**4 / 8 < 0.1 * spacing

# Symmetry of the states, then statistics of the levels
assert abs(overlap_results[0][0] - 1) < 1e-6
assert abs(overlap_results[90][1] - 1) < 1e-6
assert max(overlap_results[45]) < 0.5
broken_mean, broken_error, _ = ratio_results[45]
assert broken_mean > goe + 3 * np.hypot(broken_error, goe_error)
for degrees in (0, 90):
    mean, error, _ = ratio_results[degrees]
    assert mean < (goe + gue) / 2
    assert broken_mean - mean > 3 * np.hypot(error, broken_error)
print("checks complete")
```

Output:

```
spin formulas vs integration, largest diff: 4.0e-14 g
crossed fields, n=4, w=f=3: ladder step 1.0607 g
crossed fields with diamagnetic term, relative violation:
  T      1.316
  T*R_y  0.000
  T*C2x  0.000
oblique fields: T*R_y 0.000, T*C2x 0.625
smallest violation over all T*mirror, T*half turn (5 degree scan):
  gradient none       0.000  0.000
  gradient xz         0.000  1.004
  gradient yz         1.004  0.000
  gradient xy         0.591  0.591
  gradient xz and yz  0.606  0.606
repulsion exponent, real coupling: 0.95
repulsion exponent, complex coupling: 1.94
mean ratio, orthogonal matrices: 0.522 +- 0.004
mean ratio, unitary matrices:    0.597 +- 0.003
shell n=24, states 576, field settings 8
  w/g: 2.0 2.5 3.0 3.5 with f/g: 2.5 3.5; overlaps at w=f=3
  q at 0 deg: xx 0.3 yy -0.2 zz -0.1 xz 1.0
quadrupole at 0 deg: q_xy 0.000, q_xz*q_yz 0.000, (q^2)_xy 0.000
  mean ratio 0.490 +- 0.006 from 2288 ratios
  mean overlap with K*state: T*R_y 1.000, T*C2x 0.046
quadrupole at 45 deg: q_xy 0.250, q_xz*q_yz 0.500, (q^2)_xy 0.525
  mean ratio 0.598 +- 0.005 from 2288 ratios
  mean overlap with K*state: T*R_y 0.063, T*C2x 0.068
quadrupole at 90 deg: q_xy 0.000, q_xz*q_yz 0.000, (q^2)_xy 0.000
  mean ratio 0.518 +- 0.005 from 2288 ratios
  mean overlap with K*state: T*R_y 0.055, T*C2x 1.000
scale for g = 1e-10 hartree, w=f=3g:
  B = 5.88 microtesla
  F = 0.179 V/m
  G = 6.03e-16 hartree/bohr^2
  width of split shell 1.32e-09 hartree
  mean level spacing   2.29e-12 hartree
  distance to next shell about 7.23e-05 hartree
  second-order estimate 2.4e-14 hartree
  diamagnetic estimate  2.6e-17 hartree
  omitted fine structure, scale 1.9e-09 hartree
checks complete
```
